\section*{Finding every registry of an epitaxial silicide interface from few relaxed energies}

A thin silicide film grows coherently on Si(001). Its orientation and its terminating plane are known, but one question remains: where does the film sit sideways? A rigid lateral shift changes which atoms face each other, and so changes the bonding, the gap and the electronic barrier of the contact. Each relaxed total energy is costly, so the shifts to be computed must be few, and yet no stable registry may be missed.

The naive scheme takes a few symmetric registries, lets the film find its gap with all else frozen, and relaxes the best ones. It can fail in three ways: the minima may lie between the chosen points, the frozen energies may have minima in the wrong places, and a relaxation begun at a symmetric point may be unable to leave it. A scheme that avoids all three follows from asking what each failure requires.

\section{What should be mapped}

Let $E(\mathbf t,\mathbf x)$ be the energy per interface cell, relative to separated halves, when the film is shifted by $\mathbf t$ in the plane. The vector $\mathbf x$ holds the gap and all internal displacements allowed to relax. The interface energy per area is the sum of the two surface energies plus $E$ divided by the cell area; the surface terms do not depend on $\mathbf t$. Define
\begin{equation}
W(\mathbf t)=\min_{\mathbf x}E(\mathbf t,\mathbf x)=E(\mathbf t,\mathbf x^*(\mathbf t)),\qquad E_x(\mathbf t,\mathbf x^*)=0 ,
\end{equation}
and assume that $\mathbf x^*$ is unique and that the matrix $E_{xx}$ is positive definite there. Subscripts denote derivatives. The chain rule gives
\begin{equation}
W_t=E_t+E_x\,\frac{d\mathbf x^*}{d\mathbf t}=E_t ,
\end{equation}
so $W$ is stationary where the full energy is. Differentiating $E_x(\mathbf t,\mathbf x^*(\mathbf t))=0$ gives $E_{xt}+E_{xx}\,d\mathbf x^*/d\mathbf t=0$, hence
\begin{equation}
W_{tt}=E_{tt}+E_{tx}\frac{d\mathbf x^*}{d\mathbf t}=E_{tt}-E_{tx}E_{xx}^{-1}E_{xt}. \label{schur}
\end{equation}
With $E_{xx}$ positive definite, the full Hessian is positive definite if and only if this Schur complement is. Nondegenerate minima of $W$ are therefore those of $E$ on this branch.

The subtracted term in (\ref{schur}) is never negative: releasing a coordinate can only lower the curvature of the map at a given configuration. A minimum of the frozen map can thus become a saddle. The quantity to sample is the energy relaxed at fixed shift, with every internal coordinate that couples appreciably to the shift set free. In an atomistic calculation the shift is held by fixing the mean lateral position of one film layer relative to one substrate layer. Both layers should lie close to the interface. If the elastic shear between them is softer than the most negative curvature of the map, the interface jumps as the shift is changed, and the branch ends. For the model below and a shear modulus of 80 GPa, a continuum estimate puts the largest safe separation near 0.8 nm.

If two internal branches cross, $W$ has a kink. Each branch then needs its own map. The argument below applies to a branch only if it exists at every shift and has the periodicity and symmetry used there; a branch that ends at some shift cannot be treated this way.

\section{Which samples are independent}

Let the halves have in-plane lattices $L_A$ (substrate) and $L_B$ (film). Shifting the film by a vector of $L_B$ reproduces it. Shifting it by a vector of $L_A$ is the same as moving the whole interface by that vector, since the substrate is unchanged by it. Hence $W$ has the period lattice $L_A+L_B$. For rows of period 2 and 3 the coincidence period is 6, but the map repeats after a shift of 1.

Now let $\{R|\mathbf a\}$, meaning $\mathbf r\mapsto R\mathbf r+\mathbf a$, preserve the substrate, and $\{R|\mathbf b\}$ preserve the unshifted film. Apply the first to the whole interface. A film atom at $\mathbf r+\mathbf t$ goes to
\begin{equation}
R\mathbf r+R\mathbf t+\mathbf a=(R\mathbf r+\mathbf b)+(R\mathbf t+\mathbf a-\mathbf b).
\end{equation}
The first bracket is again a film site, so
\begin{equation}
W(R\mathbf t+\mathbf a-\mathbf b)=W(\mathbf t).
\end{equation}
The operation $R$ must belong to both halves. A silicide film of fluorite type has a fourfold axis along [001], but the ideal Si(001) half-crystal has only the symmetry $p2mm$, because its surface bonds point along one in-plane direction. The map $W(\mathbf t)$ therefore has the symmetry $p2mm$, although the interface at a general shift has less.

With a square cell of side $a$ and both origins on symmetry points, use the phases $\boldsymbol\theta=(X,Y)=2\pi\mathbf t/a$. Then $W(\pm X,\pm Y)=W(X,Y)$. On an $N\times N$ grid with $N$ even, each index folds to one of $0,\dots,N/2$, which leaves $(N/2+1)^2$ relaxations.

Other orientations or terminations cannot be reached by a shift and need separate maps, unless a symmetry operation relates them to the one already computed.

\section{Why a coarse grid can suffice}

Consider a pair energy $e^{-\kappa r}$ between an atom and a plane lattice at height $z$. The function $\phi=e^{-\kappa r}/r$ obeys $(\nabla^2-\kappa^2)\phi=-4\pi\delta(\mathbf r)$. A Fourier transform in the plane turns this into $(d^2/dz^2-q^2)\tilde\phi=-4\pi\delta(z)$ with $q^2=\kappa^2+G^2$. The decaying solution has a slope jump of $-4\pi$ at $z=0$, so $\tilde\phi=2\pi e^{-qz}/q$ for $z>0$. Since $e^{-\kappa r}=-\partial\phi/\partial\kappa$ and $\partial q/\partial\kappa=\kappa/q$, the harmonic of the lattice sum is
\begin{equation}
\frac{1}{\Omega}\left(-\frac{\kappa}{q}\frac{\partial}{\partial q}\frac{2\pi e^{-qz}}{q}\right)=\frac{2\pi\kappa(1+qz)e^{-qz}}{\Omega q^3},
\end{equation}
where $\Omega$ is the cell area. With lengths in units of the cell side, $\kappa=4$ and $z=0.8$, the harmonics at $G=2\pi$ and $4\pi$ are $1.1\times10^{-3}$ and $3.3\times10^{-6}$. The gap filters out fine lateral detail, but less strongly for a close, bonded contact. In a cell of side 0.384 nm these values mean a gap of 0.31 nm; at a gap of 0.19 nm the ratio of the two harmonics falls from 330 to 39 for $\kappa=15$ nm$^{-1}$ and to 12 for $\kappa=30$ nm$^{-1}$. The first harmonic need not dominate: two like atoms half a cell apart along $y$ cancel it along $y$ and leave the second, while two atoms offset by half the cell diagonal, as in a silicon layer of a fluorite silicide, leave the $(1,1)$ harmonic as the leading one. The model below includes a $\cos2Y$ term to represent such competition. Its amplitude is chosen larger than this pair estimate would give, and the second class of minima found below exists only because of it. Relaxation mixes harmonics, but if $E$ is analytic and the branch stays nondegenerate, $W$ is analytic too and its coefficients still fall exponentially.

Write $W=\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\boldsymbol\theta}$ with integer $\mathbf k$. On the grid, waves differing by $N$ in a component of $\mathbf k$ coincide, so the discrete transform returns $\sum_{\mathbf m}c_{\mathbf k+N\mathbf m}$. The interpolant $P$ uses these values for components up to $N/2$, with the edge terms shared equally between $+N/2$ and $-N/2$. Its error comes entirely from the omitted and folded waves.

The search needs margins $e_1$ and $e_2$ on the gradient and Hessian errors. Compare the coefficients of a 16-grid and a 12-grid, $\Delta c_{\mathbf k}$, and set
\begin{equation}
e_s=\sum_{\mathbf k}|\mathbf k|^s|\Delta c_{\mathbf k}|,\qquad s=1,2.
\end{equation}
This bounds the difference between the two interpolants. Using it for the difference between $W$ and the finer one assumes that the coefficients keep falling. Finite samples cannot prove that, so the completeness obtained below is conditional on these margins.

\section{A search that cannot skip a minimum}

Descending from many starting points finds minima but does not show that the list is complete. Instead, cover the phase cell with boxes and prove for each that it holds no stationary point, or that its possible stationary point is already listed.

Let a box have centre $\boldsymbol\theta_0$ and half-diagonal $r$, let $\mathbf g$ and $H$ be the gradient and Hessian of $P$ at the centre, and let $\mu$ be the smallest absolute eigenvalue of $H$. The Hessian of $P$ changes by at most $M_3$ per unit distance, where $M_3=\sum|\mathbf k|^3|c_{\mathbf k}|$. If $W$ is stationary at $\boldsymbol\theta_0+\mathbf s$ inside the box, Taylor's theorem gives
\begin{equation}
\mathbf g+H\mathbf s=\mathbf d,\qquad |\mathbf d|\le\eta=\tfrac12M_3r^2+e_1 .
\end{equation}
Taking norms directly, and again after multiplying by $H^{-1}$, yields two necessary conditions:
\begin{equation}
|\mathbf g|\le\|H\|r+\eta,\qquad |H^{-1}\mathbf g|\le r+\eta/\mu .
\end{equation}
A box that violates either is discarded. The first removes steep regions; the second removes boxes whose Newton step leads well outside.

For a surviving box, Newton's method on $P$ gives a root $\boldsymbol\theta_*$ of $\nabla P$, with Hessian $H_*$ and smallest absolute eigenvalue $\mu_*$. Does $W$ have a stationary point nearby? Consider $T(\boldsymbol\theta)=\boldsymbol\theta-H_*^{-1}\nabla W(\boldsymbol\theta)$ on a disc of radius $\rho$ about the root. There $\nabla W=H_*(\boldsymbol\theta-\boldsymbol\theta_*)+\mathbf d'$ with $|\mathbf d'|\le e_1+M_3\rho^2/2$, so
\begin{equation}
|T(\boldsymbol\theta)-\boldsymbol\theta_*|=|H_*^{-1}\mathbf d'|\le\frac{e_1+M_3\rho^2/2}{\mu_*}.
\end{equation}
If the right side does not exceed $\rho$, the continuous map $T$ sends the disc into itself and has a fixed point, where $\nabla W=0$. The smallest such radius solves $M_3\rho^2/2-\mu_*\rho+e_1=0$:
\begin{equation}
\rho=\frac{\mu_*-\sqrt{\mu_*^2-2M_3e_1}}{M_3}\simeq\frac{e_1}{\mu_*}\quad(M_3e_1\ll\mu_*^2). \label{radius}
\end{equation}

To exclude a second point, take a disc about the box centre with radius $R=\max(r,|\boldsymbol\theta_*-\boldsymbol\theta_0|+\rho)$, which holds both the box and the point just found. Within it the Hessian of $W$ is $H+\Delta$ with $\|\Delta\|\le M_3R+e_2$. Two stationary points separated by $\mathbf u\neq0$ would require $(H+\bar\Delta)\mathbf u=0$, where $\bar\Delta$ is the average of $\Delta$ along the line between them. But $|H\mathbf u|\ge\mu|\mathbf u|$, so this is impossible if
\begin{equation}
\mu>M_3R+e_2 .
\end{equation}
The same inequality prevents any Hessian eigenvalue from changing sign in the disc, so $P$ also gives the right type: minimum, saddle or maximum. The box is then closed. Boxes neither discarded nor closed are divided into four.

If the search ends with no boxes left, the list is complete for the stated margins. As a consistency condition, nondegenerate stationary points on a periodic cell satisfy minima $-$ saddles $+$ maxima $=0$. When two stationary points nearly merge, $\mu$ tends to zero and boxes remain open. The proper answer is then that the data do not resolve the registry, and better samples are needed.

\section{A model in which the naive scheme fails}

Let $h$ be the gap and $v$ the displacement of an interface atom row along $x$. Take, per cell,
\begin{align}
E&=D(Au^2-2u)+\tfrac12kv^2-fvu\sin X,\quad u=e^{-\lambda(h-h_0)},\\
A&=1+0.06\cos X+0.04\cos Y-0.03\cos2Y+0.02\cos X\cos Y .
\end{align}
Here $A$ is the registry-dependent repulsion, and the last term of $E$ is the sideways pull on the row, which fades as the gap opens. Reversing $X$ and $v$ together leaves $E$ unchanged, as $p2mm$ requires. The round parameters are $a=0.384$ nm, $D=2$ eV, $\lambda=15$ nm$^{-1}$, $h_0=0.20$ nm, $k=600$ eV/nm$^2$ and $f=12$ eV/nm.

The model can be solved by hand. From $E_v=0$, $v=fu\sin X/k$; the row terms then sum to $-f^2u^2\sin^2X/(2k)$, and
\begin{equation}
E=D(Fu^2-2u),\quad F=A-q\sin^2X,\quad q=\frac{f^2}{2kD}=\frac{144}{2400}=0.06 .
\end{equation}
Since $F>0$ here, minimizing over $u$ gives $u=1/F$, so
\begin{equation}
W=-D/F,\qquad h=h_0+\lambda^{-1}\ln F .
\end{equation}
Minima of $W$ are minima of $F$. At $Y=0$ or $\pi$, where $F_Y=0$, write $\alpha=0.06+0.02\cos Y$. Then
\begin{equation}
F_X=-\sin X\,(\alpha+2q\cos X),\qquad F_{XX}(X=\pi)=\alpha-2q .
\end{equation}

At $X=\pi$ the curvature along $Y$ does not depend on $q$: $F_{YY}=0.14$ at $Y=\pi$ and $0.10$ at $Y=0$. With the row frozen, $q=0$ and the curvature along $X$ is positive there too, so the frozen minima are $(\pi,\pi)$ and $(\pi,0)$. With the row free, $\alpha-2q$ is $0.04-0.12=-0.08$ and $0.08-0.12=-0.04$. Both registries have become saddles. The new minima satisfy
\begin{equation}
\cos X=-\alpha/(2q)=-\tfrac13\ (Y=\pi),\qquad -\tfrac23\ (Y=0).
\end{equation}
There $F_{XX}=2q\sin^2X>0$, $F_{XY}=0$, and $F_{YY}=0.153$ and $0.093$, so both are minima. Each has a mirror copy at $-X$.

The splitting has a threshold, $2q>\alpha$. Through $f=\sqrt{2kDq}$ it lies at 6.9 eV/nm for $Y=\pi$ and 9.8 eV/nm for $Y=0$, with the other parameters held fixed. Between these forces one class splits and the other does not. Subtracting the values of $F$ at $X=\pi$ and at the displaced minimum gives $(2q-\alpha)^2/(4q)$, so just above threshold the new minima are very shallow, which is the unresolved case described above.

\section{What the scheme returns}

The search was run on numerical relaxations, without using the closed form. The grids need 81 and 49 relaxations, nine of them common, so 121 distinct ones. The margins are $e_1=5.4\times10^{-5}$ eV/rad and $e_2=3.4\times10^{-4}$ eV/rad$^2$. At 60 random shifts the largest gradient error of the 16-grid interpolant was $6\times10^{-7}$ eV/rad, so here the margin is generous. Starting from $24\times24$ boxes, the search examined 1168 and left none open.

The frozen map has 2 minima, 4 saddles and 2 maxima; the relaxed map has 4, 8 and 4. Removing mirror copies leaves two inequivalent minima in each. The equal class counts hide the fact that the registries differ:

\begin{center}
\begin{tabular}{lcc}
 & class 1 & class 2\\
trapped $(x,y)$ (nm) & (0.192, 0.192) & (0.192, 0)\\
trapped $W$ (eV/cell) & $-2.247$ & $-2.151$\\
relaxed $(|x|,|y|)$ (nm) & (0.117, 0.192) & (0.141, 0)\\
relaxed $W$ (eV/cell) & $-2.317$ & $-2.166$\\
gap (nm) & 0.190 & 0.195\\
row displacement (nm) & 0.022 & 0.016
\end{tabular}
\end{center}

For class 1 the arithmetic is $F=0.8633$, hence $W=-2/0.8633=-2.317$ eV/cell, or $-2.52$ J/m$^2$; class 2 has $-2.35$ J/m$^2$. The classes differ by 0.151 eV/cell, whereas the trapped registries differ by 0.097 eV/cell.

``Trapped'' is meant literally. At a frozen minimum $\sin X=0$, so the row feels no force and the film no lateral force. Relaxing all four coordinates from there changed the gap and nothing else. Starting instead with $X$ displaced by 0.05 rad, about 0.003 nm, led to a displaced minimum, lower by 0.069 eV/cell for class 1 and 0.016 eV/cell for class 2. A vanishing force therefore does not certify a registry; the curvature of the relaxed map must also be positive.

Using the film's fourfold axis would cut the 16-grid to 45 samples, but it would put errors of up to 0.27 eV/cell into the map, more than the energy difference being sought.

The position radii from (\ref{radius}) are about $1\times10^{-5}$ and $2\times10^{-5}$ nm. They cover interpolation, not noisy energies. One set of random sample errors within $\pm0.1$ meV moved the minima by up to $2\times10^{-4}$ nm, about nine times the larger radius. For noisy data, bounds on the resulting gradient and Hessian errors must be added to $e_1$ and $e_2$. This is a severe demand. For errors within $\pm0.1$ meV the gradient bound is at least $2.7\times10^{-3}$ eV/rad and $M_3\approx2.2$ eV/rad$^3$, so $2M_3e_1$ exceeds $\mu_*^2$ at the softest stationary point ($\mu_*=0.093$ eV/rad$^2$). The radius (\ref{radius}) is then undefined and the search cannot close. At $\pm0.01$ meV this condition is met. Noisier samples can still indicate where the minima lie, but they do not yield the completeness certificate with these bounds.

\section{Real interfaces and neglected effects}

The cell side is that of Si(001), and an adhesion of a few J/m$^2$ is a plausible magnitude for a bonded silicide contact. The corrugation and row force are chosen, not computed for a compound, and the force is deliberately strong enough to split the registries. The energies above are therefore no prediction for NiSi$_2$ or CoSi$_2$.

The model leaves out a row displacement along $y$. With the same spring and a pull $f_y$, it would subtract $q_y\sin^2Y$ from $F$, where $q_y=f_y^2/(2kD)$. A minimum becomes unstable along $y$ when $2q_y>F_{YY}$, or $f_y>\sqrt{kDF_{YY}}$. This gives 13.6 eV/nm for class 1 and 10.6 eV/nm for class 2. A pull equal to the 12 eV/nm used along $x$ would therefore remove class 2 but keep class 1. Class 2 does not split here: with $q_y=0.06$ the new term cancels the variation of $-0.03\cos2Y$, so at fixed $X$ the function $F$ falls steadily from $Y=0$ to $Y=\pi$, and the film slides into class 1. This omission can change the list itself, so such a coordinate belongs in $\mathbf x$.

Temperature matters as well. At 800 K, $k_BT=0.069$ eV exceeds the 0.016 eV/cell barrier between the mirror copies of class 2. A rigid film must move all its cells together, however: for a 10 nm square the uniform-slip barrier is 10.5 eV. In a large enough domain, nonuniform slip costs less. If each cell vibrated independently, the classical harmonic term $\frac12k_BT\ln(\det E''_2/\det E''_1)$, with $E''_i$ the full Hessian of class $i$, would lower class 2 relative to class 1 by 0.045 eV/cell, about 30 per cent of the static difference. The harmonic form overestimates the effect, because $k_BT$ exceeds the barrier between the mirror copies and approaches the 0.08 eV/cell barrier from class 2 to class 1. Integrating the Boltzmann factor over all four coordinates within each basin gives 0.025 eV/cell, about 17 per cent.

Real films also have misfit and steps. For a misfit $\epsilon=0.005$, thickness $d=5$ nm and biaxial modulus $M=150$ GPa, the coherent strain energy $M\epsilon^2d$ is 0.017 eV/cell. To leading order it is the same for both classes. A misfit of roughly 1.2 per cent, nearer to CoSi$_2$, raises it almost sixfold. If the misfit relaxes fully, the registry shifts by one period every $a/\epsilon=77$ nm on average. Where the bonding is strong, this change can be gathered in narrow dislocations, with the film close to a minimum between them. The registry list then describes the regions between the dislocations, but not the dislocations themselves. A single-layer step on Si(001) turns the surface bonds by $90^\circ$ and moves the top atoms sideways by half a cell. For the same film termination, the map on the next terrace therefore has $x$ and $y$ exchanged and its origin moved. An interface reconstruction changes the bonding, may enlarge the cell, and requires a new map. The registry list applies within a coherent, unreconstructed terrace.
